# Energy Saved by Merging Single Steps into Double Steps on Si(001)

## Problem

Steps on Si(001) run along a $\langle 110\rangle$ direction. A step is called S if it is one atomic layer high and D if it is two layers high. It carries the letter A if the dimer bonds on its upper terrace are perpendicular to the step edge, and B if they are parallel to it. Chadi's calculated formation energies, per surface lattice constant $a$ of step length, are

$$\lambda_{SA}=0.01\ \text{eV},\qquad \lambda_{SB}=0.15\ \text{eV},\qquad \lambda_{DB}=0.05\ \text{eV}.$$

(a) How much energy is saved when an SA and an SB step pair up to form a DB step, and in what unit is the answer to be given?

(b) A wafer is cut $4^\circ$ from (001) towards $\langle 110\rangle$ and held at 800 K. How much of the saving survives elastic relaxation and thermal wandering of the single steps?

## A tempting solution

Single steps come in equal numbers of SA and SB, so an average single step costs $(0.01+0.15)/2=0.08$ eV. A double step costs 0.05 eV. Pairing therefore saves $0.08-0.05=0.03$ eV per step.

## Where it fails

The comparison is made per step, but the number of steps changes when steps merge. What the miscut fixes is the total height descended. Take $2N$ single steps, which descend $2N$ layers and cost $2N\times0.08=0.16N$ eV per $a$. A saving of 0.03 eV on each of them presumes $2N$ double steps afterwards, and these would descend $4N$ layers. The same descent needs only $N$ double steps.

There is a second fault. The data are energies per length $a$ of step, so a saving in plain eV has no meaning until a length is named.

## Solution of (a)

**Which steps can merge.** In units of $a_0/4$, with $a_0$ the cubic lattice constant, an atom on one sublattice of the diamond lattice has bonds $(1,1,1)$, $(-1,-1,1)$, $(1,-1,-1)$ and $(-1,1,-1)$. The first two point upwards, and their in-plane parts lie along $[110]$. Every bond changes the height by one unit, so the next layer belongs to the other sublattice, whose bonds are the negatives of these. Its upward bonds are $(-1,1,1)$ and $(1,-1,1)$, with in-plane parts along $[1\bar10]$.

At the surface the upward bonds are broken. Two neighbouring atoms that have lost a common upper partner lean towards each other and form a dimer along this in-plane direction. The dimer direction thus turns by $90^\circ$ at each step of one layer height, $h=a_0/4$. The shortest in-plane translation is $(a_0/2)(1,1,0)$, so $a=a_0/\sqrt2$.

Call a terrace B if its dimer bonds are parallel to the edge, and A otherwise. A descending staircase of single steps reads

$$\text{B terrace}\ \to\ SB\ \to\ \text{A terrace}\ \to\ SA\ \to\ \text{B terrace}.$$

If the A terrace shrinks to nothing, the two steps meet below a B terrace and form DB. If a B terrace is removed instead, the double step lies below an A terrace and is of type DA. Its energy is not among the data, and that merger would save energy only if $\lambda_{DA}<0.16$ eV per $a$. "Pairing" here therefore means complete merging across an A terrace; mere closeness is not enough.

**The balance.** One SB and one SA step descend two layers, as does one DB step. At equal height and equal step length,

$$\Delta=\lambda_{SA}+\lambda_{SB}-\lambda_{DB}=0.01+0.15-0.05=0.11\ \text{eV per } a .$$

Each datum is rounded to 0.01 eV, so rounding alone can shift $\Delta$ by up to 0.015 eV. Errors of the calculation that produced the data come on top of this and can be larger.

The averages of the tempting solution give the same result when they are taken per layer of height. Single steps cost 0.08 eV per layer and DB costs $0.05/2=0.025$ eV per layer. The difference is 0.055 eV per layer, or 0.11 eV for two layers.

**Many steps.** With $N$ pairs, of which $k$ have merged, the energy per $a$ is

$$E(k)=(N-k)(\lambda_{SA}+\lambda_{SB})+k\lambda_{DB}=N(\lambda_{SA}+\lambda_{SB})-k\Delta .$$

For a descent of eight layers from a B terrace, $N=4$, and the energy falls from 0.64 eV for $k=0$ to 0.20 eV for $k=4$. A lone SA step is cheaper than DB, but a staircase cannot consist of SA steps alone, because the next single step below each SA step is an SB step.

## Solution of (b)

**Size of the saving.** For silicon $a_0=0.5431$ nm, hence $a=0.3840$ nm and $h=0.1358$ nm. The saving is $0.11/0.3840=0.286$ eV/nm, or 28.6 eV for a pair of steps 100 nm long. Single steps are spaced by

$$l=\frac{h}{\tan4^\circ}=1.94\ \text{nm}.$$

One pair occupies a width $2l=3.88$ nm, so the saving per projected area is $0.286/3.88=0.074$ eV/nm$^2$, about 12 mJ/m$^2$.

**Elastic relaxation.** The surface stress along the step normal differs between A and B terraces by an amount $F$. Single steps therefore exert line forces $+F$ and $-F$ in turn on the crystal. Model the crystal as an isotropic half-space $z>0$ with shear modulus $\mu$ and Poisson ratio $\nu$, and first apply a tangential traction $\tau\cos qx$. A decaying displacement has the form

$$u_x=(c_1+c_2z)e^{-qz}\cos qx,\qquad u_z=(c_3+c_4z)e^{-qz}\sin qx .$$

The $x$ component of the equilibrium condition $\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)/(1-2\nu)=0$ reads, after division by $q\,e^{-qz}\cos qx$,

$$-2c_2+\frac{c_4-q(c_1+c_3)-q(c_2+c_4)z}{1-2\nu}=0 .$$

The term in $z$ gives $c_4=-c_2$. The constant term then gives $q(c_1+c_3)=-(3-4\nu)c_2$. With these values $\nabla\cdot\mathbf u=2(1-2\nu)c_2e^{-qz}\sin qx$, and the $z$ component, $-2qc_4-2qc_2=0$, is satisfied as well.

The surface carries no normal stress, so $(1-\nu)\partial_zu_z+\nu\partial_xu_x=0$ at $z=0$:

$$(1-\nu)(-c_2-qc_3)=\nu qc_1 .$$

Inserting $qc_3=-(3-4\nu)c_2-qc_1$ gives $qc_1=-2(1-\nu)c_2$, and then $qc_3=-(1-2\nu)c_2$. The outward normal is $-z$, so the shear stress at the surface is $-\tau\cos qx$:

$$\mu(c_2-qc_1+qc_3)=2\mu c_2=-\tau
\quad\Rightarrow\quad c_1=\frac{1-\nu}{\mu q}\,\tau .$$

This $c_1$ is the amplitude of the surface displacement.

Now place $+F$ at $x=0$ and $-F$ at $x=l$, repeated with period $2l$. The coefficient of $\cos(m\pi x/l)$ in this force density is $(F-F\cos m\pi)/l$, which is $2F/l$ for odd $m$ and zero for even $m$. With $q=m\pi/l$,

$$u(x)=\frac{2(1-\nu)F}{\pi\mu}\sum_{m\ \text{odd}}\frac{\cos(m\pi x/l)}{m}.$$

For $w=e^{i\phi}$ the odd series is $\sum w^m/m=\tfrac12\ln[(1+w)/(1-w)]$, and $(1+w)/(1-w)=i\cot(\phi/2)$. Its real part is $\tfrac12\ln\cot(\phi/2)$ for $0<\phi<\pi$. Hence

$$u(x)=\kappa F\ln\cot\frac{\pi x}{2l},\qquad \kappa=\frac{1-\nu}{\pi\mu}.$$

The displacement diverges at the line itself, where continuum theory fails, so it is evaluated at $x=a$. The stored elastic energy is $Fu/2$ per line and the forces do work $Fu$, which leaves $-Fu/2$. Two lines per pair lower the energy by

$$W=\kappa F^2\ln\cot\frac{\pi a}{2l}$$

per unit length. In an all-DB staircase every terrace has the same dimer direction and these forces are absent, so $W$ reduces the saving.

Take the rough values $\mu=65$ GPa, $\nu=0.25$ and $F=1$ N/m. Then $\kappa F^2=0.0088$ eV per $a$, the logarithm is 1.14, and $W=0.010$ eV per $a$. For $F=2$ N/m it is four times larger, 0.040 eV. The cutoff matters too: for $l\gg a$ the logarithm tends to $\ln(2l/\pi a)$, so halving the cutoff adds about $\kappa F^2\ln2$. At $l=1.94$ nm the logarithm rises by 0.72, which adds 0.006 eV for $F=1$ N/m and 0.025 eV for $F=2$ N/m.

**Thermal wandering.** A kink in an SB step is a short piece of SA step, and the reverse, because the edge turns by $90^\circ$ while the upper terrace stays the same. Dimer rows are $2a$ apart. The model therefore lets the edge jump sideways by $n$ units of $2a$ after each length $2a$, at a cost $\varepsilon|n|$. For SB, $\varepsilon=2\lambda_{SA}=0.02$ eV; for SA, $\varepsilon=2\lambda_{SB}=0.30$ eV. Corners cost nothing in this model.

For an unconfined step each jump is independent, with partition sum

$$Z=1+2\sum_{n=1}^{\infty}e^{-n\varepsilon/k_BT}=\frac{1+e^{-\varepsilon/k_BT}}{1-e^{-\varepsilon/k_BT}}=\coth\frac{\varepsilon}{2k_BT}.$$

The free energy falls by $k_BT\ln Z$ per $2a$, or $\tfrac12k_BT\ln Z$ per $a$. At 800 K, $k_BT=0.0689$ eV, which gives 0.067 eV for SB and 0.001 eV for SA.

The SB value is too large for this wafer. Between neighbouring steps held straight at distance $l$ on either side, the step has only $2l/2a\approx5$ positions. The weight of a path is then a product of factors $T_{ij}=e^{-\varepsilon|i-j|/k_BT}$ with $i,j=1,\dots,5$. For a long step the sum over paths grows as a power of the largest eigenvalue $\Lambda$ of this matrix, so $\Lambda$ replaces $Z$. Numerical diagonalization gives a gain of 0.042 eV per $a$ for SB and again 0.001 eV for SA. With four or six positions the SB gain would be 0.037 or 0.045 eV.

**What remains.** Confined wandering leaves $0.11-0.042-0.001\approx0.07$ eV per $a$. Subtracting $W$ as well leaves about 0.06 eV for $F=1$ N/m and about 0.03 eV for $F=2$ N/m. The two corrections were estimated separately and added, so these are estimates of size. A step that wanders away from the midpoint between its neighbours loses part of its elastic gain, so the sum overstates the reduction, by about 0.01 eV per $a$ for $F=2$ N/m. The rounding of $\lambda_{SA}$ enters twice, through $\Delta$ and through the kink energy: an error of 0.005 eV in this datum alone shifts what remains by about 0.01 eV per $a$. The wandering of DB itself was omitted; it would raise the saving. So would a positive energy cost of corners, because it would hinder the wandering of the single steps. This effect can be large: a cost of 0.08 eV per sideways jump, whatever its length, would lower the confined SB gain from 0.042 to 0.019 eV per $a$.

## Where the saving is cancelled

At zero temperature, elasticity cancels the saving when $W=\Delta$, that is, at

$$l=\frac{\pi a}{2\arctan\left(e^{-\Delta/\kappa F^2}\right)} .$$

At this spacing an all-single and an all-double staircase cost the same, and on wider terraces the all-single one is the cheaper of the two. A partly merged staircase can be cheaper than both. Let every second pair merge at this $l$, with the DB steps lying on B terraces and the remaining single steps $2l$ apart. Each remaining pair then gains $W\approx\Delta+\kappa F^2\ln2$, so the energy per original pair is about $\tfrac12\kappa F^2\ln2$ lower than in either pure staircase. Some merging therefore still pays at this spacing. Because $F^2$ stands in an exponent, the threshold is very uncertain: $l\approx1.6\times10^5$ nm for $F=1$ N/m, but 14 nm, a miscut of about $0.6^\circ$, for $F=2$ N/m. The threshold is also proportional to the cutoff, so halving the cutoff halves it. The elastic constants matter as well: with the cubic constants of silicon ($C_{11}=165.7$, $C_{12}=63.9$, $C_{44}=79.6$ GPa) in place of the isotropic values, $\kappa$ is about 4% smaller and the two thresholds move to about $3\times10^5$ nm and 16 nm.

With elasticity left out, unconfined wandering cancels $\Delta$ near 1100 K, the temperature at which the two free gains add up to 0.11 eV. Confinement removes paths from the sum and so lowers the gain. In this kink model the cancellation on the $4^\circ$ surface therefore lies above that temperature.

## The real wafer

Silicon wafers cut about $4^\circ$ towards $\langle110\rangle$ serve as substrates for III–V films. Double steps are wanted there because all terraces then belong to one sublattice, with the same dimer direction, which avoids antiphase domains in the film. The elastic constants used here are rough typical values, and $F$ is the least certain input. For a clean $4^\circ$ surface in equilibrium at 800 K, the two estimated corrections reduce 0.11 eV per $a$ to roughly 0.03–0.06 eV when the cutoff is $a$, which favours an all-DB staircase over an all-single one. The lower end, for $F=2$ N/m, is not secure: halving the cutoff would remove 0.025 eV, leaving almost nothing of the added estimate, or about 0.01 eV once the overstatement noted above is allowed for, and the rounding of the data could then reverse the sign. Nor need the merging be complete. Leave one pair in four single, with the DB steps on B terraces, so that the remaining single steps are $4l$ apart. For $F=2$ N/m, $W$ then rises to 0.090 eV per $a$. Together with a wandering gain of at least 0.04 eV this exceeds 0.11 eV, so in this model a mixture of DB steps and some single pairs is lower than all-DB. For $F=1$ N/m the same happens only when a few per cent of the pairs at most stay single. The model leaves out the short-range elastic repulsion between steps, which falls as the inverse square of their distance. The one-in-four mixture brings the DB steps from $2l$ to $l$ apart, and a repulsion of 0.01–0.04 eV per $a$ between two DB steps at distance $l$, depending on how strongly the single steps repel as well, would remove its advantage. Whether a real $4^\circ$ surface is mixed is therefore not decided here. Hydrogen or arsenic on the surface can change the step energies themselves. The three data do not cover that case, and this model cannot say how far the result would move.
